# Why Doping Barely Sets the Threshold of a Thin Fin

Raise the acceptor density of a silicon body 400 nm thick, gated on both faces, from $10^{17}$ to $10^{18}$ cm⁻³, and its computed threshold voltage rises by 143 mV. Make the same change in a fin 8 nm thick, with the same gates and oxide, and the rise is 24 mV. Changing the gate work function by 0.1 eV moves either threshold by 100 mV. Why has doping lost most of its grip on the fin, and how much doping would match that 0.1 eV?

## The model and the gate's role

Take an n-channel film of width $W$ between two identical gates, each separated from it by an oxide of thickness $t$ and capacitance per area $C=\epsilon_{ox}/t$. The acceptor density $N$ is uniform, the channel is long, the source is grounded and the drain bias is small. The electron Fermi level is then flat and equal to that of the source. Let $\psi$ be the height of this Fermi level above the local intrinsic level, divided by the elementary charge $q$. With Boltzmann statistics the electron density is

$$n=n_i e^{\psi/V_t},\qquad V_t=kT/q .$$

Threshold is defined as the gate voltage at which the electron sheet density, summed over the whole film, reaches a fixed value $n_T$. At fixed mobility this is a constant-current criterion.

Let $\Phi_i$ be the energy from silicon's intrinsic level up to the vacuum level, and $\Phi_M$ the gate work function. Define $\phi_g=(\Phi_M-\Phi_i)/q$, so that $\phi_g=0$ is a midgap gate. Measure energies from the source Fermi level. The gate's Fermi level lies at $-qV_G$, so the vacuum level at the gate is $-qV_G+\Phi_M$. At the silicon surface, where $\psi=\psi_s$, it is $-q\psi_s+\Phi_i$. The potential drop from gate to silicon is the second minus the first, divided by $q$:

$$V_{ox}=V_G-\phi_g-\psi_s .$$

By symmetry no field crosses the middle of the film, so each gate balances the charge of half the film. Ionised acceptors and electrons are both negative, and without oxide charge Gauss's law gives, at threshold,

$$V_T=\phi_g+\psi_s+\frac{q(NW+n_T)}{2C}. \qquad (1)$$

The gate enters through $V_G-\phi_g$ alone. A work-function change therefore moves the threshold one for one, whatever the doping. Leaving the fin undoped does not strengthen the work function; what needs explaining is the weakness of the competing lever.

## What the dopants do inside the film

With $x$ measured from mid-film, Poisson's equation is $\psi''=q(N+n-p)/\epsilon_s$. Near threshold the holes are negligible in a thin film, and the electrons are few enough to leave out of the band bending at first. Integrating twice with $\psi'(0)=0$, and fixing the constant by $\psi(\pm W/2)=\psi_s$,

$$\psi(x)=\psi_s-\frac{qN}{2\epsilon_s}\left(\frac{W^2}{4}-x^2\right).$$

The acceptors lower the potential in the middle and so push electrons towards the gates. The sheet density is the integral of $n$ across the film. Put $x=uW/2$ and use the equality of the two halves:

$$n_T=n_iW e^{\psi_s/V_t}F(d),\qquad F(d)=\int_0^1 e^{-d(1-u^2)}du,\qquad d=\frac{qNW^2}{8\epsilon_sV_t}. \qquad (2)$$

Here $d$ is the potential difference between surface and middle in units of $V_t$. The substitution $s=\sqrt d\,u$ turns the integral into

$$F(d)=\frac{1}{\sqrt d}\,e^{-d}\int_0^{\sqrt d}e^{s^2}ds=\frac{D(\sqrt d)}{\sqrt d},$$

where $D$ is Dawson's function. Solve (2) for $\psi_s$ and insert it in (1):

$$V_T=\phi_g+V_t\ln\frac{n_T}{n_iW}+\frac{qn_T}{2C}+\frac{qNW}{2C}-V_t\ln F(d). \qquad (3)$$

The last two terms are the effect of doping, since $F(0)=1$:

$$\Delta V=\frac{qNW}{2C}-V_t\ln F(d). \qquad (4)$$

The first part is the extra voltage across the oxide. The second is the extra surface potential needed because the electrons have lost part of the film.

For small $d$, expand the exponential in (2). The average of $1-u^2$ over $0<u<1$ is $2/3$, so $F\approx1-2d/3$ and $-V_t\ln F\approx 2dV_t/3=qNW^2/(12\epsilon_s)$. Hence

$$\Delta V\approx qNW\left(\frac{1}{2C}+\frac{W}{12\epsilon_s}\right). \qquad (5)$$

This linear law is also an upper bound on (4). The exponential is convex, so its average is at least the exponential of the average: $F\ge e^{-2d/3}$. Therefore $-V_t\ln F\le 2dV_t/3$, and the doping obtained from (5) is a lower bound within this classical model. Physically, electrons move to where the potential is higher, and so suffer less than if they stayed evenly spread.

For large $d$, $D(z)\to1/(2z)$ gives $F\to1/(2d)$, and the body part grows only as $V_t\ln(2d)$. The effective width $WF$ becomes $4\epsilon_sV_t/(qNW)$. This is two layers, each of thickness $V_t$ divided by the surface field $qNW/(2\epsilon_s)$: one channel at each gate instead of one filling the film.

## Why thickness matters

In the fin, the dopant sheet density facing each gate is $NW/2$. At $10^{17}$ cm⁻³ and 8 nm this is $4.0\times10^{10}$ cm⁻², and at $10^{18}$ cm⁻³ it is $4.0\times10^{11}$ cm⁻². The gate has already depleted everything there is.

A thick body keeps a neutral core, where $\psi=-\phi_F$ with $\phi_F=V_t\ln(N/n_i)$. Multiply Poisson's equation by $\psi'$ and integrate from the core to the surface. The hole density is $p=Ne^{-(\psi+\phi_F)/V_t}$, whose integral over $\psi$ is very nearly $NV_t$; the electrons contribute $V_tn_s$, with $n_s$ their surface density. The surface field $E$ obeys

$$\frac{E^2}{2}=\frac{q}{\epsilon_s}\left[N(\psi_s+\phi_F-V_t)+V_tn_s\right].$$

Without the small electron term, the sheet density $\epsilon_sE/q$ would be

$$S=\sqrt{\frac{2\epsilon_sN}{q}(\psi_s+\phi_F-V_t)} . \qquad (6)$$

Expanding the square root to first order in $n_s$ adds $n_sV_t/E$. That is the electron sheet density itself, because the electrons occupy a layer of thickness about $V_t/E$. So $S$ is the depleted dopant density per gate, to this order.

A numerical solution of the full Poisson equation, with electrons, holes and oxide, gives $1.04\times10^{12}$ cm⁻² for the 400 nm body at $10^{17}$ cm⁻³ and $3.46\times10^{12}$ cm⁻² at $10^{18}$ cm⁻³. Both agree to within 1.5% with (6), evaluated at the numerical surface potential. The corresponding depths, 104 nm and 34.6 nm, are to be compared with the 4 nm available to each gate in the fin.

The opening numbers can now be taken apart, with $n_T$, the oxide and $\phi_g$ held fixed. The oxide has $C=3.453$ µF/cm². In the thick body the dopant density per gate grows by $2.42\times10^{12}$ cm⁻², which adds

$$\frac{(1.602\times10^{-19})(2.42\times10^{12})}{3.453\times10^{-6}}\ \text{V}\approx112\ \text{mV}$$

across the oxide. The field also squeezes the electron layer, whose thickness varies as $1/S$. Keeping $n_T$ then takes a further $V_t\ln(3.46/1.04)\approx31$ mV of surface potential. The sum is the 143 mV found numerically.

In the fin the dopant density per gate grows by $3.6\times10^{11}$ cm⁻², worth 17 mV across the oxide, and the body term of (5) adds about 7 mV. The sum agrees with the numerical 24 mV. At equal density, then, the thin film gives the gate less charge to balance. Nothing prevents one from packing more dopants into it, and (4) tells how many are needed.

## The doping for 100 mV

The example uses rough, round values in the regime of modern fin transistors: $W=8$ nm, an equivalent oxide thickness of 1 nm, 300 K, relative permittivities 11.7 and 3.9, $n_i=10^{10}$ cm⁻³ and $n_T=10^{11}$ cm⁻². Then $V_t=25.85$ mV.

Without doping and with a midgap gate, (3) gives $422.5+2.3=424.8$ mV. The work function thus sets the threshold up to an offset. In this classical model the offset depends only weakly on the width, because $W$ sits in a logarithm: thinning the film from 8 to 7 nm raises it by $V_t\ln(8/7)=3.5$ mV. Confinement, treated below, makes the dependence stronger.

For the doping, start with (5). In centimetre units $1/(2C)=1.448\times10^5$ cm²/F and $W/(12\epsilon_s)=0.644\times10^5$ cm²/F, so

$$N\approx\frac{0.1}{(1.602\times10^{-19})(8\times10^{-7})(2.092\times10^5)}\ \text{cm}^{-3}=3.73\times10^{18}\ \text{cm}^{-3}.$$

The root of the full law (4) lies slightly higher, as the bound requires:

$$N=3.89\times10^{18}\ \text{cm}^{-3}=3.89\times10^{24}\ \text{m}^{-3}.$$

At this density $d=1.863$ and $F=0.3416$. The oxide part is 72.2 mV, and the body part is $-25.85\ln(0.3416)=27.8$ mV.

The numerical solution at this doping gives a shift of 99.5 mV. The half-millivolt difference comes from the band bending by electrons, which (3) omits. In an undoped film the nearly uniform electrons act like a doping $n_T/W$, so by (5) they add $qn_TW/(12\epsilon_s)\approx1.0$ mV. This is the difference between the numerical undoped threshold, 425.8 mV, and the formula; part of it cancels in the shift.

Width changes the required density strongly but the required dose weakly. The density is $6.9\times10^{18}$ cm⁻³ at 5 nm and $2.3\times10^{18}$ cm⁻³ at 12 nm. The dose $NW$ falls only from 3.4 to $2.8\times10^{12}$ cm⁻². As $W\to0$ the body term in (5) vanishes and the dose tends to $2C\Delta V/q\approx4.3\times10^{12}$ cm⁻², fixed by the oxide alone.

Full depletion of the fin, assumed in (4), holds comfortably. Scaling the thick-body depth of 34.6 nm as $N^{-1/2}$ gives about 18 nm at the doping found, against a half-width of 4 nm. A film wider than twice the depletion depth would keep a neutral core, and (4) would fail.

## Counting the atoms

Let the fin be 50 nm high under a gate 25 nm long. Its volume is $10^4$ nm³, or $10^{-17}$ cm³. A nominally undoped fin with a residual $10^{15}$ cm⁻³ holds 0.01 acceptors on average: about one fin in a hundred contains one. The shift computed from the mean density is 0.03 mV, but no single fin shows that value. One acceptor in this volume corresponds to $10^{17}$ cm⁻³, which by (5) means about 2.7 mV if its charge is smeared evenly over the fin.

At the 100 mV doping the mean count is $m=38.9$. If dopants arrive independently, the count has standard deviation $\sqrt m$, a relative spread of $1/\sqrt m$. Were $\Delta V$ proportional to the count, the threshold would spread by $100/\sqrt{38.9}=16.0$ mV. Summing (4) over the Poisson distribution gives 15.3 mV, slightly less because the body part grows more slowly than linearly. This covers the number of dopants and not their positions. Positions also affect the mean shift. At this doping the acceptors are about 6 nm apart, comparable to the film width and to the 4.8 nm at which the repulsion between an electron and an acceptor in silicon equals $kT$. Let $u$ be the repulsion from one acceptor in units of $kT$. For independently placed point acceptors the average classical electron density is reduced by $\exp[-N\int(1-e^{-u})\,d^3r]$, whereas smeared charge gives $\exp[-N\int u\,d^3r]$. Since $1-e^{-u}<u$, electrons gather between the acceptors, and (4) overstates the shift at a given mean density. Within the model, setting the same 100 mV through the work function adds no such spread; variations of the gate metal itself lie outside it.

## What confinement changes

An 8 nm film is narrow enough for the electrons to feel its walls. In the lowest state between hard walls the probability density is $(2/W)\cos^2(\pi x/W)$, and the mean of $x^2$ is $W^2[1/12-1/(2\pi^2)]$, smaller than the $W^2/12$ of a uniform distribution. To first order in $N$, the potential such an electron loses relative to the surface is

$$\frac{qN}{2\epsilon_s}\left(\frac{W^2}{4}-\langle x^2\rangle\right)=\frac{qNW^2}{\epsilon_s}\left(\frac1{12}+\frac1{4\pi^2}\right).$$

The bracket is 0.109 instead of the classical 0.083. Confinement holds the electrons in the middle, where the acceptors repel them most, so each acceptor counts for more.

A Schrödinger calculation for (110) sidewalls, with silicon masses 0.916 and 0.19, puts the lowest level of the fourfold valleys at 18.7 meV in the undoped film. Adding the parabolic dopant potential raises the levels, and lowers the doping for 100 mV to $3.4\times10^{18}$ cm⁻³, about 12% below the classical value. This is also below the classical lower bound, which does not apply to confined electrons. Confinement raises the undoped threshold by 19 mV, and thinning from 8 to 7 nm then costs a further 4.4 mV beyond the classical 3.5 mV.

## Beside a real fin

Widths of several nanometres, equivalent oxides near 1 nm and gates some 20 nm long are typical of fin transistors, as rough figures. The doping found here is very high for a channel. Several assumptions are broken in such devices.

The channel is not long. A deviation from the long-channel potential obeys Laplace's equation and decays along the channel as $e^{-y/\lambda}$. Its profile is $\cos(x/\lambda)$ in silicon and, vanishing at the gate, $\sin[(W/2+t-x)/\lambda]$ in the oxide. Matching potential and $\epsilon\,\partial\psi/\partial x$ at the interface gives

$$\epsilon_s\tan\frac{W}{2\lambda}\,\tan\frac{t}{\lambda}=\epsilon_{ox},$$

whose largest root, the slowest decay, is $\lambda=4.23$ nm for a silicon dioxide layer. Take source and drain at half the 1.12 eV gap, 560 mV, and the channel at 422.5 mV. The two ends lift the mid-channel potential by roughly $(560-422.5)/\cosh(25/8.46)\approx14$ mV, and lower the gate voltage at which the electron density there reaches $n_T$ by about as much. A threshold defined by constant current falls further, because the parts of the channel near source and drain hold more electrons and conduct better. Drain bias would add to this.

Dopants also scatter electrons. Under a constant-current criterion, halving the mobility once demands twice the electron density and raises the threshold by about 21 mV: $V_t\ln2=18$ mV of surface potential, and the rest from the field of the added electrons. A measured 100 mV shift could then need less doping than computed here, at the cost of a slower channel.

A real fin usually has a gate on top as well. If the dopant charge is shared evenly over the gated perimeter, the oxide part falls by the factor $1/(1+W/2H)=1/1.08$, with $H$ the height, or about 5 mV. The body part falls too, because electrons gather near the top gate, where the acceptors lower the potential least.

With the silicon gap and the gate offset $\phi_g$ held fixed, heating the undoped fin to 358 K lowers its threshold by 35 mV, because $n_i$ grows, while the shift from the doping hardly changes, from 100 to 101 mV. Three other assumptions hold well here. The surface electron density is 1.4% of the effective band density, so Boltzmann statistics suffice; the acceptors in the depleted fin are fully ionised; and the oxide field at the doped threshold is 0.75 MV/cm, far below breakdown, which is roughly 10 MV/cm. The field is higher when the transistor is fully on.

Taken together, with the dopant charge smeared evenly, confinement, the top gate and the short channel leave an estimated requirement of 3 to $4\times10^{18}$ cm⁻³ at fixed mobility, some thirty to forty acceptors per fin, to do what 0.1 eV of work function does. Discrete acceptors let electrons gather between them, which raises the requirement and can take it above this range. The remaining values are in the numerical output below.

## Numbers as computed

```
Fin width W: 8.0 nm
Equivalent oxide thickness: 1.0 nm
Fin height: 50 nm
Gate length: 25 nm
Temperature: 300 K
Thermal voltage: 25.85 mV
Intrinsic density: 1.0e+10 cm^-3
Threshold sheet density n_T: 1.0e+11 cm^-2
Oxide capacitance per gate: 3.453 uF/cm2
Undoped V_T, midgap gate, formula: 424.8 mV
Undoped V_T, midgap gate, numerical: 425.8 mV
  of which log term: 422.5 mV
  of which electron charge term: 2.32 mV
V_T change, undoped, W 8 to 7 nm, classical: 3.45 mV
Shift from residual 1e15 cm^-3: 0.0268 mV
Mean dopants in fin at 1e15 cm^-3: 0.010 
Linear estimate of doping for 100 mV: 3.730e+18 cm^-3
Doping for 100 mV, full law: 3.892e+18 cm^-3
  same in SI: 3.892e+24 m^-3
  parameter d there: 1.863 
  form factor F there: 0.3416 
  oxide part of shift: 72.2 mV
  body part of shift: 27.8 mV
  dopant sheet density N W: 3.114e+12 cm^-2
  shift found numerically: 99.54 mV
Largest shift error, four test fins: 0.46 mV
Doping for 100 mV at W = 5 nm: 6.884e+18 cm^-3
Doping for 100 mV at W = 12 nm: 2.326e+18 cm^-3
V_T change 1e17 to 1e18 cm^-3, 8 nm fin: 23.7 mV
V_T change 1e17 to 1e18 cm^-3, 400 nm body: 143.1 mV
Depleted dopants per gate, fin, 1e+17 cm^-3: 4.00e+10 cm^-2
Depleted dopants per gate, thick, 1e+17 cm^-3: 1.04e+12 cm^-2
Depletion depth, thick, 1e+17 cm^-3: 104.0 nm
Depleted dopants per gate, fin, 1e+18 cm^-3: 4.00e+11 cm^-2
Depleted dopants per gate, thick, 1e+18 cm^-3: 3.46e+12 cm^-2
Depletion depth, thick, 1e+18 cm^-3: 34.6 nm
Mean dopants in fin at 100 mV doping: 38.9 
V_T spread from dopant number: 15.3 mV
  simple estimate 100 mV/sqrt(count): 16.0 mV
Confinement: ground level, fourfold valleys: 18.7 meV
Confinement: rise of undoped V_T: 19.3 mV
Confinement: extra rise, W 8 to 7 nm: 4.4 mV
Confinement: doping for 100 mV: 3.441e+18 cm^-3
Short channel: decay length: 4.23 nm
Short channel: rough mid-channel lift: 14.3 mV
Undoped V_T change, 300 to 358 K: -34.8 mV
Shift of same doping at 358 K: 100.7 mV
Constant-current V_T rise if mobility halves: 17.9 mV
Surface electron density / band density: 0.0137 
Neutral acceptor fraction at mid-film: 1.6e-15 
Oxide field at doped threshold: 0.75 MV/cm
```
